# Mean event counts for a one-in-a-billion resist failure

## Question

A small volume of photoresist changes as required if at least $k$ useful events occur in it during exposure. Otherwise it fails. The number of events $N$ varies from one volume to the next, even at the same dose, because photons arrive and are absorbed at random. Let $m$ be the mean of $N$, and let the permitted failure probability per volume be $p=10^{-9}$.

**(a)** Events arise from a very large number of independent chances, each very unlikely to succeed. Derive the distribution of $N$. Show also that if photons arrive with a Poisson distribution of mean $M$, and each is absorbed independently with probability $q$, the number absorbed is Poisson distributed with mean $qM$.

**(b)** Find the mean required when one event suffices.

**(c)** For general $k$, write down the failure probability $F_k(m)$. Show that $F_k(m)=p$ has one and only one solution for $0<p<1$.

**(d)** Find the mean required when at least five events are needed. Explain why it is not five times the answer to (b), and find what happens to the ratio of the two means as $p\to0$.

**(e)** What is the failure probability if five events are needed but the exposure gives the mean found in (b)? What means would a normal approximation to the Poisson distribution demand, and why is it unsuitable here?

**(f)** Extreme-ultraviolet light of wavelength 13.5 nm exposes a resist film 30 nm thick with absorption coefficient $5\ \mu\mathrm{m}^{-1}$. The volume is a column of 3 nm by 3 nm through the film, and an event is the absorption of one photon in it. Find the local incident doses that correspond to the means in (b) and (d). How many failures are expected among $10^9$ such columns?

**(g)** Discuss how far the failure probabilities in (f) change if the dose varies, if the image is locally dimmer, and if each absorbed photon causes several chemical activations spread by secondary electrons.

## Model answers

### (a) The distribution of events

Take $n$ independent chances, each with success probability $m/n$, so that the mean number of successes is $m$. The probability of $j$ successes is binomial:

$$
P_n(j)=\frac{n!}{j!\,(n-j)!}\left(\frac mn\right)^j\left(1-\frac mn\right)^{n-j}.
$$

Separate the factors that depend on $n$:

$$
P_n(j)=\frac{m^j}{j!}\;
\frac{n(n-1)\cdots(n-j+1)}{n^j}\;
\left(1-\frac mn\right)^n\left(1-\frac mn\right)^{-j}.
$$

Let $n\to\infty$ with $m$ and $j$ fixed. The second fraction is a product of $j$ factors, each tending to 1. The last factor also tends to 1, and $(1-m/n)^n\to e^{-m}$. Hence

$$
P(N=j)=e^{-m}\frac{m^j}{j!}.
$$

This is the Poisson distribution. It requires independent events and a fixed mean. Part (g) shows what happens when either condition is broken.

For absorption, suppose that $n$ photons arrive. The number absorbed is then binomial with probability $q$. Summing over all possible $n\ge j$ gives

$$
P(N=j)=\sum_{n=j}^{\infty}e^{-M}\frac{M^n}{n!}\,
\frac{n!}{j!\,(n-j)!}\,q^j(1-q)^{n-j}.
$$

Cancel $n!$ and put $r=n-j$, so that $M^n=M^jM^r$:

$$
P(N=j)=e^{-M}\frac{(qM)^j}{j!}
\sum_{r=0}^{\infty}\frac{[M(1-q)]^r}{r!}.
$$

The sum is $e^{M(1-q)}$. Since $e^{-M}e^{M(1-q)}=e^{-qM}$, the absorbed number is Poisson distributed with mean $qM$. Random absorption lowers the mean but leaves the form of the distribution unchanged.

### (b) One event suffices

The volume fails if $N=0$. The probability of this is $e^{-m}$, because $m^0/0!=1$. Setting it equal to $p$ and taking logarithms gives

$$
m_1=\ln\frac1p=9\ln10=20.72.
$$

About 20.7 events are therefore needed on average, although one is enough in any given volume. The large mean makes a complete absence of events rare. Each further factor of ten in reliability costs the same addition to the mean, $\ln10\approx2.3$ events.

### (c) General threshold and uniqueness

If at least $k$ events are needed, the failing outcomes are $N=0,1,\ldots,k-1$. They exclude one another, so their probabilities add:

$$
F_k(m)=e^{-m}S_k(m),\qquad
S_k(m)=\sum_{j=0}^{k-1}\frac{m^j}{j!}.
$$

Differentiating $S_k$ removes the constant term and lowers each remaining power by one:

$$
\frac{dS_k}{dm}=\sum_{j=1}^{k-1}\frac{m^{j-1}}{(j-1)!}=S_{k-1}(m),
$$

with $S_0=0$. The product rule then gives

$$
\frac{dF_k}{dm}=e^{-m}\left[S_{k-1}(m)-S_k(m)\right]
=-e^{-m}\frac{m^{k-1}}{(k-1)!}.
$$

All terms but the last of $S_k$ cancel. The derivative is negative for $m>0$, so $F_k$ falls steadily. It starts at $F_k(0)=1$ and tends to zero as $m\to\infty$, because the exponential falls faster than any power grows. A continuous, strictly falling function takes each value between 1 and 0 once, so there is one solution.

Integrating the derivative from $m$ to infinity, where $F_k$ vanishes, gives a second form:

$$
F_k(m)=\int_m^\infty e^{-t}\frac{t^{k-1}}{(k-1)!}\,dt.
$$

This has a direct meaning. Let events arrive at unit rate in a variable $t$ proportional to the accumulated dose. The $k$-th event falls between $t$ and $t+dt$ if $k-1$ events came before $t$ and one comes in $dt$. The integrand is the probability density for this, and failure means that the $k$-th event would have come after the exposure ended at $t=m$.

### (d) At least five events are needed

Now 0, 1, 2, 3 and 4 events all count as failures:

$$
e^{-m}\left(1+m+\frac{m^2}{2}+\frac{m^3}{6}+\frac{m^4}{24}\right)=10^{-9}.
$$

Taking logarithms and moving the terms gives a form suited to iteration:

$$
m=g(m),\qquad g(m)=\ln\frac1p+\ln S_5(m).
$$

Start from $m=\ln(1/p)=20.723$. The bracket is

$$
S_5=1+20.7+214.7+1483.3+7684.6\approx9404,
$$

and its logarithm is 9.149. The next value is therefore $20.723+9.149=29.872$. Repeating the step gives

$$
31.271,\quad31.448,\quad31.470,\quad31.472,\quad31.473.
$$

The iteration must converge. Its slope is

$$
g'(m)=\frac{S_4(m)}{S_5(m)},
$$

which lies between 0 and 1 because $S_5$ contains every positive term of $S_4$ and one more. The starting value $\ln(1/p)$ lies below the root $m_5$, because $m_5-\ln(1/p)=\ln S_5(m_5)>0$. Since $g$ increases, a value below the root is mapped to another value below $g(m_5)=m_5$. The first step is upwards, because $S_5>1$, and the increasing function $g$ then makes every later step upwards too. A rising sequence with an upper bound has a limit. That limit satisfies $m=g(m)$, and part (c) shows that there is one such value. At the root the slope is 0.123, so close to it each step leaves about one eighth of the previous error.

The required mean is

$$
m_5=31.47,
$$

or about 31.5. Substitution confirms it. In units of $10^{-9}$, the probabilities of 4, 3 and 2 events are 0.877, 0.111 and 0.011, and those of 1 and 0 events together are below 0.001. They add to 1.000. Some 88 percent of the failures thus occur in volumes that received four events and missed the threshold by one.

The ratio $m_5/m_1$ is 1.52, not 5. Multiplying the mean by five would be the right scaling if the threshold were compared with the mean alone. Here most of the mean serves to make a large downward fluctuation improbable, and that is already needed for $k=1$. The additional mean is

$$
m_5-m_1=\ln S_5(m_5)=\ln46605=10.75.
$$

It compensates for the extra ways to fail.

For the limit $p\to0$, write the equation as $\ln(1/p)=m_5-\ln S_5(m_5)$ and divide by $m_5$:

$$
\frac{m_1}{m_5}=1-\frac{\ln S_5(m_5)}{m_5}.
$$

Since $S_5\ge1$, we have $m_5\ge\ln(1/p)$, so $m_5\to\infty$. For $m\ge1$ each of the five terms in $S_5$ is at most $m^4$, so $\ln S_5\le\ln5+4\ln m$. This grows more slowly than $m$, and the last fraction tends to zero. The ratio of the means therefore tends to 1, although their difference, $\ln S_5(m_5)$, continues to grow without bound, approaching $4\ln m_5-\ln24$, because the term $m^4/24$ dominates $S_5$. At $p=10^{-9}$ this estimate is 10.62, against the exact 10.75.

### (e) The wrong mean and the normal approximation

At the mean from (b), $e^{-m_1}=10^{-9}$ and, from the first iteration above, $S_5(m_1)\approx9404$. Therefore

$$
F_5(m_1)=9404\times10^{-9}=9.4\times10^{-6}.
$$

The failure probability exceeds the target by a factor of about 9400. A threshold that seems small beside the mean still matters greatly in the tail.

The normal approximation replaces the Poisson distribution by a normal one with the same mean $m$ and variance $m$. To represent the whole numbers up to $k-1$, the boundary is placed at $k-\tfrac12$. A normal variable lies more than $z\approx6.0$ standard deviations below its mean with probability $10^{-9}$, so the condition is

$$
m-z\sqrt m=k-\tfrac12.
$$

This is a quadratic equation in $\sqrt m$. Its positive root is

$$
\sqrt m=\frac{z+\sqrt{z^2+4(k-\frac12)}}{2}.
$$

It gives $m=37.0$ for $k=1$ and $m=44.5$ for $k=5$. Both are far too high.

The case $k=1$ shows the reason. The outcome $N=0$ lies a distance $m$ below the mean. The exponential factor of the normal density there is

$$
\exp\left[-\frac{(0-m)^2}{2m}\right]=e^{-m/2},
$$

whereas the Poisson probability is $e^{-m}$. The normal curve describes the distribution near its centre when $m$ is large, but it overestimates this lower tail and so demands too much exposure.

### (f) From events to dose

Let $\alpha$ be the absorption coefficient and $d$ the film thickness. Neglect reflection, so that the intensity falls as $e^{-\alpha z}$ with depth $z$. Here $\alpha d=0.005\ \mathrm{nm^{-1}}\times30\ \mathrm{nm}=0.15$, and the absorbed fraction is

$$
q=1-e^{-0.15}=0.1393.
$$

The photon energy is $E=hc/\lambda=91.84$ eV, which is $1.4714\times10^{-17}$ J. By part (a), a mean of $m$ absorbed photons requires $M=m/q$ incident photons on the column area $A=9\ \mathrm{nm^2}$. The incident energy per area is

$$
D=\frac{mE}{qA}.
$$

For $k=1$, $M=20.723/0.13929=148.8$. Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$,

$$
D_1=\frac{148.78}{9}\times1.4714\times10^{-17}\times10^{14}
\ \mathrm{J/cm^2}=24.3\ \mathrm{mJ/cm^2}.
$$

For $k=5$, $M=225.9$, and the same conversion gives

$$
D_5=36.9\ \mathrm{mJ/cm^2}.
$$

With column, film and wavelength held fixed, dose is proportional to $m$, so the doses have the same ratio, 1.52, as the means.

At either dose, with its own threshold, the expected number of failures among $10^9$ columns is $10^9\times10^{-9}=1$. If the columns are independent, the probability of at least one failure is

$$
1-(1-10^{-9})^{10^9}\approx1-e^{-1}=0.632.
$$

A one-in-a-billion probability per column is therefore no assurance that a pattern with a billion critical columns is free of failures.

### (g) What changes the failure probability

**Dose variation.** Let the relative dose error $\varepsilon$ have mean zero and rms value $s=0.03$. For $k=1$ the failure probability becomes $e^{-m}e^{-m\varepsilon}$. If $\varepsilon$ is normally distributed, completing the square in the average gives

$$
\left\langle e^{-m\varepsilon}\right\rangle=e^{m^2s^2/2}\approx1.21.
$$

Low doses add more failures than equally high doses remove. A calculation with a gamma distribution of dose, which excludes negative doses, gives $1.21\times10^{-9}$ for $k=1$ and $1.40\times10^{-9}$ for $k=5$.

**A dimmer image.** At 90 percent of the dose found in (f), the one-event failure probability is $p^{0.9}=7.9\times10^{-9}$. At 50 percent it is $p^{0.5}=3.2\times10^{-5}$. For five events the corresponding values, relative to their own higher dose, are $1.6\times10^{-8}$ and $4.9\times10^{-4}$. The dose in (f) must therefore be read as the dose at the column itself, not as the average over the pattern.

**Secondary electrons.** Suppose that each absorbed photon causes exactly three activations, each displaced at random, independently of the other two, by 2 nm rms along each lateral axis. Keep the doses of (f), and require $3k$ activations in the column. Without displacement this is the photon criterion again, since three activations then stand for one photon. With displacement and uniform illumination, the calculated failure probability falls to about $7\times10^{-21}$ for $k=1$ and $6\times10^{-21}$ for $k=5$.

The variance makes the direction of this change plausible, although it does not by itself determine so remote a tail. Let $\lambda_j$ be the mean number of photons that place $j$ activations in the column. These photon counts are independent Poisson variables, so the number of activations has

$$
\text{mean}=\sum_j j\lambda_j,\qquad
\text{variance}=\sum_j j^2\lambda_j.
$$

Without displacement every contributing photon has $j=3$, and the variance is three times the mean. With displacement, activations lost to the surroundings are replaced on average by others from outside, so the mean is unchanged. Many photons now contribute one or two activations, which lowers the variance. The column samples more photons, and a severe shortage becomes less likely. The gain comes from the independence of the three displacements. A displacement shared by the whole group only moves a uniform random pattern of photons into another such pattern and leaves the failure probability at $10^{-9}$, so electrons from one cascade that travel partly together give a smaller gain. The fixed yield is also a model choice: if the number of activations per photon is Poisson distributed with mean three, the failure probability is about $4\times10^{-8}$ to $5\times10^{-8}$ without displacement and about $10^{-19}$ with it. This calculation leaves out the loss of image contrast that the same displacement causes in a patterned exposure.

**Counting activations as independent events.** Suppose instead that 31.47 is the mean number of activations, that five activations are needed, and that they arrive in undisplaced groups of three. The mean number of photons is then $31.47/3=10.49$, which means one third of the dose $D_5$. One photon gives three activations and two give six, so the column fails with zero photons or one:

$$
e^{-10.49}(1+10.49)=3.2\times10^{-4}.
$$

With the 2 nm displacement the value is $2.7\times10^{-8}$, still above the target. The mean of 31.5 applies to independent events. Activations that share a photon are not independent.

**Comparison with a real resist.** The absorption coefficient and thickness are rough typical values for a chemically amplified resist, and local doses of tens of mJ/cm² are in the practical range for this kind of exposure. The 3 nm column and the thresholds of one and five photons are chosen, not measured; a printed contact hole is several times wider. The column is also narrower than the region over which the assumed electrons spread their effect. The assumption that a photon acts solely where it is absorbed is thus a weak one here: under uniform illumination, the chosen displacement of 2 nm lowered the result by more than eleven powers of ten, a figure that depends strongly on that distance (about six powers of ten at 1 nm) and on the displacements being independent, while halving the local dose raised it by between four and six. The model also counts absorption over the whole depth, although the light at the bottom of the film has 86 percent of the intensity at the top, and it omits random variation in the later chemistry. The means 20.7 and 31.5 follow from the Poisson model, but the doses illustrate its scale and do not predict a defect rate. The numerical output below lists the values used.

## Calculated quantities

```
Target failure probability per column: 1.0e-09
Required mean, one event suffices: 20.7233 events
Required mean, five events needed: 31.4727 events
Extra mean: 10.7495 events
Ratio of required means: 1.5187
Iterate 0 for five events: 20.72327 events
Iterate 1 for five events: 29.87219 events
Iterate 2 for five events: 31.27119 events
Iterate 3 for five events: 31.44790 events
Iterate 4 for five events: 31.46968 events
Iterate 5 for five events: 31.47235 events
Iterate 6 for five events: 31.47268 events
Slope of the iteration at the root: 0.1228
Sum S_5 at the root: 46605.0
P(N=0) at the five-event mean: 2.1457e-14
P(N=1) at the five-event mean: 6.7531e-13
P(N=2) at the five-event mean: 1.0627e-11
P(N=3) at the five-event mean: 1.1149e-10
P(N=4) at the five-event mean: 8.7719e-10
F_5 at mean 31.5: 9.7636e-10
F_5 at the one-event mean: 9.4043e-06
Normal approximation, k=1: mean 36.97 events
Normal approximation, k=5: mean 44.52 events
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Photon energy in SI: 1.4714e-17 J
Absorption coefficient: 5.0 per um
Film thickness: 30.0 nm
Column side: 3.0 nm
Absorbed fraction: 0.13929
Incident photons on column, k=1: 148.78
Required local dose, k=1: 24.32 mJ/cm2
Incident photons on column, k=5: 225.95
Required local dose, k=5: 36.94 mJ/cm2
Expected failures in 1e+09 columns: 1.00
Chance of any failure in these columns: 0.6321
Dose variation: 3.0 percent rms
Failure with dose variation, k=1: 1.210e-09
Failure at 90 percent dose, k=1: 7.943e-09
Failure at 50 percent dose, k=1: 3.162e-05
Failure with dose variation, k=5: 1.397e-09
Failure at 90 percent dose, k=5: 1.550e-08
Failure at 50 percent dose, k=5: 4.900e-04
Intensity at film bottom / top: 0.8607
Activations per photon: 3
Electron blur: 2.0 nm rms per axis
Failure with blur, 3 activations needed: 6.60e-21
Failure with blur, 15 activations needed: 6.43e-21
Grouped activations, mean 31.47, need 5, no blur: 3.193e-04
Grouped activations, same mean and need, blur: 2.652e-08
```
